Where the doublets of three s-electron atoms meet: London's formula

**Problem**

Three atoms A, B and C each carry one electron in a real, normalized s orbital. The nuclei are held fixed and spin–orbit coupling is neglected. In London's model the electronic energy is built from two kinds of quantity:

- Q, the Coulomb energy of the arrangement with one electron on each atom;
- the exchange integrals a = J_AB(R_AB), b = J_BC(R_BC), c = J_CA(R_CA), each the matrix element of the Hamiltonian between two orbital products that differ by exchanging the orbitals of that pair.

All three exchange integrals are negative, as for bonding pairs. Overlap between different products is neglected in the norm, and so are matrix elements in which all three orbitals are permuted cyclically. Each exchange integral is taken to depend on its own pair distance alone, although the true matrix element also varies with the position of the third atom. Energies are measured from the three separated atoms.

(a) Find the energies of the two doublet states.

(b) Three like atoms share one strictly monotonic function J(R). For which triangles do the doublets meet?

(c) Three unlike atoms have J_ij = −A_ij exp(−β_ij R_ij), with

A = 40, 30, 15 eV and β = 2.0, 1.5, 1.8 Å⁻¹ for AB, BC, CA.

These are round model parameters. Find the triangle at which the doublets meet when the exchange integral of pair AB is −1 eV. Does the intersection need symmetry?

(d) Show that the intersection in (c) is conical, and find what happens to a real electronic eigenvector carried around it.

**Hints**

1. The full wave function is antisymmetric. Use this to replace an exchange of orbitals by an exchange of spins, and watch the sign.
2. With two spins up and one down there are three spin functions. One combination belongs to the quartet, which leaves a 2×2 problem.
3. A square root of a sum of squares vanishes when each square does. Count the independent conditions and compare with the number of distances.
4. Three lengths need not form a triangle. Check that they do.
5. For (d), hold R_AB fixed and treat the two independent elements of the 2×2 matrix as coordinates in a plane.

**Solution**

**(a) From orbital exchange to spin exchange.** Let F = φ_A(1)φ_B(2)φ_C(3), let χ be a spin function, and let 𝒜 be the antisymmetrizer. On orbital products the model Hamiltonian is Q plus the sum of J_ij times the operation that exchanges orbitals i and j.

Exchanging orbitals A and B in F is the same as exchanging the positions of electrons 1 and 2. Call this p, and let P_AB exchange the corresponding spins. Since P_AB² = 1,

(pF)χ = (pF)(P_AB P_AB χ) = (full exchange of electrons 1 and 2) F(P_AB χ).

The antisymmetrizer turns a full exchange of two electrons into a factor −1, so

𝒜[(pF)χ] = −𝒜[F(P_AB χ)].

The same holds for the other pairs. The Hamiltonian acting on the spin functions is therefore

H = Q − aP_AB − bP_BC − cP_CA.

A single pair confirms the sign. Its singlet has P = −1 and energy Q + J, while its triplet has P = +1 and energy Q − J. A negative J lowers the singlet, as bonding requires.

Write the spins in the order A, B, C. Two orthonormal functions with total spin ½ and spin projection +½ are

φ₁ = (αβα − βαα)/√2,

φ₂ = (2ααβ − αβα − βαα)/√6.

Both are orthogonal to the quartet combination ααβ + αβα + βαα, because their coefficients sum to zero.

P_AB changes the sign of φ₁ and leaves φ₂ unchanged. For P_BC,

P_BC φ₁ = (ααβ − βαα)/√2,

P_BC φ₂ = (2αβα − ααβ − βαα)/√6.

The matrix elements follow by multiplying coefficients:

⟨φ₁|P_BC|φ₁⟩ = (−1)(−1)/2 = ½,

⟨φ₂|P_BC|φ₁⟩ = (2 + 1)/√12 = √3/2,

⟨φ₂|P_BC|φ₂⟩ = (−2 − 2 + 1)/6 = −½.

For P_CA,

P_CA φ₁ = (αβα − ααβ)/√2,

P_CA φ₂ = (2βαα − αβα − ααβ)/√6.

The diagonal elements are again ½ and (−2 + 1 − 2)/6 = −½, but the off-diagonal element is (−1 − 2)/√12 = −√3/2.

Inserting these elements in H gives

H₁₁ = Q + a − b/2 − c/2 = Q + x,

H₂₂ = Q − a + b/2 + c/2 = Q − x,

H₁₂ = −(√3/2)b + (√3/2)c = y,

with

x = a − (b + c)/2, y = (√3/2)(c − b).

The eigenvalues of this real symmetric matrix are Q ± √(x² + y²). Expanding the radicand,

x² + y² = a² − ab − ac + (b + c)²/4 + 3(c − b)²/4

= a² + b² + c² − ab − bc − ca

= ½[(a − b)² + (b − c)² + (c − a)²].

This gives London's formula:

E± = Q ± √{½[(a − b)² + (b − c)² + (c − a)²]}.

In the quartet every spin exchange gives +1, so its energy is Q − (a + b + c). This lies above E₊ for negative integrals, because

(a + b + c)² − (x² + y²) = 3(ab + bc + ca) > 0.

The two lowest levels are thus the doublets.

**(b) Like atoms.** The gap is E₊ − E₋ = 2√(x² + y²). A sum of real squares vanishes if and only if each term does, so the doublets meet if and only if

a = b = c.

For like atoms this reads J(R_AB) = J(R_BC) = J(R_CA). A strictly monotonic function takes each value once, so the three distances are equal. The doublets meet at equilateral triangles, of symmetry D3h, and at no other shape. The size stays free, so the intersection is a line in the three-dimensional space of distances.

Monotonicity matters here. If J(R) took the same value at two distances, the model would allow further intersections at triangles with unequal sides.

H3 gives a check that does not use London's approximations. Full configuration interaction in the 6-31G basis gives a doublet gap below 10⁻⁶ eV for an equilateral triangle of side 1.0 Å. With sides 1.1, 1.0 and 1.0 Å the gap is 1.09 eV. The small basis limits the accuracy of the second number, but the degeneracy of the first triangle follows from its symmetry. The check covers one size and one distortion; it does not show that real H3 has no other intersections. The real molecule also has states outside the model: at a side of 0.4 Å, with a diffuse s function and a p function added to the basis, a nondegenerate doublet lies about 0.5 eV below the degenerate pair.

**(c) Unlike atoms.** The condition is still a = b = c, but it no longer says that the distances are equal. Let the common value be −K, with K > 0. Then

A_ij exp(−β_ij R_ij) = K, so R_ij = ln(A_ij/K)/β_ij.

For K = 1 eV,

R_AB = ln(40)/2.0 = 1.844 Å,

R_BC = ln(30)/1.5 = 2.267 Å,

R_CA = ln(15)/1.8 = 1.504 Å.

The longest side, 2.267 Å, is shorter than the sum of the other two, 3.349 Å, so the triangle exists. Its angles at A, B and C are 84.6°, 41.3° and 54.1°. All sides differ and all atoms differ. A numerical minimization of the gap at fixed R_AB, started from a different shape and making no use of the condition a = b = c, arrives at the same triangle.

This one triangle settles the question: **an intersection does not require symmetry of the molecule**. The sole spatial symmetry left is reflection in the molecular plane. The s orbitals are even under it, so both doublets are of type A′, and the reflection cannot distinguish them.

At the intersection the spin Hamiltonian is unchanged by any permutation of the three spins, since its three coefficients are equal. That is a consequence of the matched integrals and not of the arrangement of the nuclei. It is also no extra assumption. The identity and the three spin exchanges span every real symmetric matrix in the doublet space, so a real spin-free correction only redefines Q, a, b and c, and the doublets meet where the redefined coefficients are equal. Part (d) shows that such a point survives a small correction.

The count of conditions explains the result. Two equations, a = b and b = c, restrict three distances, so a line of solutions is expected. Here K runs along it:

K = 0.5 eV: R_AB, R_BC, R_CA = 2.191, 2.730, 1.890 Å

K = 2 eV: 1.498, 1.805, 1.119 Å

K = 5 eV: 1.040, 1.195, 0.610 Å

For like atoms symmetry solves the two equations at once. For unlike atoms the distances have to be adjusted, with the pair of stronger exchange at a given distance stretched until it matches the others.

An equilateral shape does not by itself give an intersection for unlike atoms; it would do so only if the three exchange functions happened to cross at one distance. With all sides at 1.844 Å the integrals are a = −1.000, b = −1.886 and c = −0.542 eV, and

E₊ − E₋ = 2√{½[(0.886)² + (−1.344)² + (0.458)²]} eV ≈ 2.37 eV.

For three like atoms with the AB function, the same triangle is an intersection.

**(d) The cone and the sign change.** Hold R_AB fixed and write b′ = db/dR_BC and c′ = dc/dR_CA. The derivatives of x and y are

∂x/∂R_BC = −b′/2, ∂x/∂R_CA = −c′/2,

∂y/∂R_BC = −(√3/2)b′, ∂y/∂R_CA = (√3/2)c′.

Their determinant is

(−b′/2)(√3/2)c′ − (−c′/2)(−√3/2)b′ = −(√3/2)b′c′.

For the exponential functions, b′ = β_BC K = 1.5 eV/Å and c′ = β_CA K = 1.8 eV/Å at the intersection. The determinant is −2.34 eV²/Å², which is not zero. Every small displacement in this plane therefore changes (x, y) at first order, and the gap 2√(x² + y²) opens linearly in every direction. The surfaces form a double cone.

As an example, change R_BC alone by δ. Then a and c stay at −K and b changes by β_BC Kδ to first order. Two of the three squared differences equal (β_BC Kδ)², the third is zero, and

E₊ − E₋ ≈ 2β_BC K|δ| = (3.0 eV/Å)|δ|.

The nonzero determinant also makes the intersection robust. A small smooth real correction to the Hamiltonian changes x and y slightly. By the implicit function theorem, the two equations x = 0 and y = 0 then still have a solution nearby. The point moves but does not disappear. The argument needs a real matrix: a complex off-diagonal element would add a third condition.

To follow the eigenvector, set x = ρ cos θ and y = ρ sin θ. The lower state is

v = (−sin(θ/2), cos(θ/2)).

The first row of the matrix acting on v confirms it:

ρ[−cos θ sin(θ/2) + sin θ cos(θ/2)] = ρ sin(θ/2) = −ρv₁.

The second row gives −ρ[sin θ sin(θ/2) + cos θ cos(θ/2)] = −ρ cos(θ/2) = −ρv₂. The eigenvalue relative to Q is −ρ, as it should be.

Because the determinant is nonzero, a small loop of distances around the intersection takes (x, y) once around the origin. The angle θ changes by 2π in one sense or the other, θ/2 changes by π, and v returns as −v. This is the geometric phase. The nuclear factor must change sign as well if the total wave function is to be single-valued.

A numerical loop of radius 0.1 Å around the scalene triangle gives the factor −1, the same as a loop around the equilateral triangle of like atoms. When the loop is shifted by −0.3 Å in R_BC it no longer encloses the intersection, and the factor is +1. The sign change belongs to the enclosed degeneracy, whether or not symmetry produced it.

**Variation 1: does the triangle always close?**

Replace A_BC by 600 eV and keep the other parameters. Is there still an intersection at K = 1 eV?

The exchange condition now demands

R_BC = ln(600)/1.5 = 4.265 Å,

while R_AB + R_CA = 3.349 Å. No triangle has these sides, so there is no intersection at this K. Lowering K lengthens each side by ln(1 eV/K)/β_ij. Since 1/1.5 < 1/2.0 + 1/1.8, the sum of the two shorter sides grows faster than R_BC, and the triangle closes at sufficiently small K. The intersection is then confined to more extended geometries with weaker exchange.

The original parameters have a limit at the other end. Their triangle closes up to K = 14.42 eV, where the sides are 0.510, 0.488 and 0.022 Å. There R_AB = R_BC + R_CA, and the atoms lie on a line with C between A and B. An exponential exchange function is not a physical description at such short distances, so this limit is a property of the formula alone.

The ordering of the sides also changes along the way: R_AB is shorter than R_BC at K = 5 eV and longer at the limit. By continuity the two are equal somewhere between. The triangle is isosceles there, but its atoms are still unlike, so the equality brings no molecular symmetry.

**Variation 2: what do the neglected terms do?**

First restore a cyclic exchange element T in the Hamiltonian. A cyclic permutation is even, so antisymmetry gives a plus sign, and the new term is T(C + C⁻¹), where C permutes the three spins cyclically. Acting on any one of the products ααβ, αβα and βαα, 1 + C + C⁻¹ produces ααβ + αβα + βαα, so on a linear combination it produces this sum times the sum of the coefficients. The coefficients of φ₁ and φ₂ sum to zero, so it gives zero on both, and

C + C⁻¹ = −1 in the doublet space.

Both doublets shift by −T, and the intersection stays where it was.

Next restore overlap in the norm. Let S_ij be the overlap of orbitals i and j, and leave out T again. In the doublet space, where the two cyclic overlap terms reduce to −S_AB S_BC S_CA by the result just obtained, the norm matrix has the same structure as H:

N = 1 − S_AB S_BC S_CA − S_AB² P_AB − S_BC² P_BC − S_CA² P_CA.

Both doublets have energy E if H − EN vanishes in the doublet space. Its exchange part has the form treated in (a), with J_ij replaced by J_ij − E S_ij². The conditions are

a − E S_AB² = b − E S_BC² = c − E S_CA²,

E = Q/(1 − S_AB S_BC S_CA).

The second line fixes E, and two conditions on three distances remain, as before.

For a model calculation take Q = −1.0 eV and S_ij² = exp(−γ_ij R_ij), with γ = 1.8, 1.6 and 2.2 Å⁻¹ for AB, BC and CA. At the triangle found in (c) the squared overlaps are 0.036, 0.027 and 0.037, and a gap of 0.020 eV opens. At the same R_AB the intersection is recovered by moving R_BC from 2.2675 to 2.2741 Å and R_CA from 1.5045 to 1.5043 Å. The exchange integrals are no longer equal there, yet the doublets meet. At the triangle of (c) the three expressions J_ij − E S_ij² differ only by E times the differences between the squared overlaps, and E is proportional to Q. The shift is small because |Q| is modest and the squared overlaps differ little; it would vanish for Q = 0 or for three equal overlaps, and it grows with |Q|. These statements about Q hold for the chosen zero of energy. Adding a constant ε to the Hamiltonian changes Q by ε, J_ij by εS_ij² and T by εS_AB S_BC S_CA. With overlap and T both kept, E changes by ε and J_ij − E S_ij² does not change, so that intersection stays fixed, while the point a = b = c moves. At shorter distances, where overlap is large, London's formula need not locate the intersection well.

Computed results

```
Pair AB: A = 40.0 eV, beta = 2.0 1/angstrom
Pair BC: A = 30.0 eV, beta = 1.5 1/angstrom
Pair CA: A = 15.0 eV, beta = 1.8 1/angstrom
Common exchange strength K = 1.0 eV
Like atoms (AB function), side at K: 1.8444 angstrom
Like atoms, blind search R_AB, R_BC, R_CA (angstrom): [1.8444 1.8444 1.8444]
Unlike atoms, formula R_AB, R_BC, R_CA (angstrom): [1.8444 2.2675 1.5045]
Unlike atoms, blind search, same order (angstrom): [1.8444 2.2675 1.5045]
Unlike atoms, angles at A, B, C (degree): [84.58 41.34 54.08]
Seam at K = 0.5 eV, R_AB, R_BC, R_CA (angstrom): [2.191  2.7296 1.8896]
Seam at K = 2.0 eV, R_AB, R_BC, R_CA (angstrom): [1.4979 1.8054 1.1194]
Seam at K = 5.0 eV, R_AB, R_BC, R_CA (angstrom): [1.0397 1.1945 0.6103]
Largest K with a closed triangle: 14.423 eV
Lengths at largest K, AB, BC, CA (angstrom): [0.51   0.4882 0.0218]
Changed set: A_BC = 600 eV, other parameters kept
Changed set at K: R_BC = 4.2646 angstrom
Changed set at K: R_AB + R_CA = 3.3489 angstrom
Unlike atoms on equilateral triangle, side 1.8444 angstrom:
  exchange integrals a, b, c (eV): [-1.     -1.8862 -0.5423]
  doublet gap: 2.3667 eV
Gap slope along R_BC, numerical: 3.0000 eV/angstrom
Gap slope along R_BC, formula: 3.0000 eV/angstrom
Jacobian determinant, numerical: -2.3383 eV^2/angstrom^2
Jacobian determinant, formula: -2.3383 eV^2/angstrom^2
Loop radius 0.1 angstrom; outside loop shifted -0.3 in R_BC
Eigenvector sign, unlike atoms, enclosing loop: -1
Eigenvector sign, unlike atoms, outside loop: +1
Eigenvector sign, like atoms, enclosing loop: -1
Overlap model gamma AB, BC, CA (1/angstrom): [1.8 1.6 2.2]
Overlap model Coulomb energy Q: -1.0 eV
Squared overlaps at London point: [0.0362 0.0266 0.0365]
Gap at London point with overlap: 0.0198 eV
Intersection with overlap, AB, BC, CA (angstrom): [1.8444 2.2741 1.5043]
H3 full CI/6-31G, equilateral side 1.0 angstrom:
  doublet gap below 1e-6 eV: True
H3 full CI/6-31G, sides 1.1, 1.0, 1.0 angstrom:
  doublet gap: 1.0879 eV
```
